# Choosing What to Relax in a Random Silicon–Germanium Supercell

## What symmetry and dimensions already fix

Consider a random alloy Si\(_{1-x}\)Ge\(_x\) on the diamond lattice. Let \(\sigma_k=1\) if site \(k\) holds Ge and 0 if it holds Si. The natural bond lengths of the pure crystals differ by a small amount \(\Delta=d_{\rm Ge}-d_{\rm Si}\). How long is the bond between sites \(i\) and \(j\) after relaxation?

Let the two species have equal force constants and differ only in size. To first order in the mismatch, the bond length is then linear in the occupations. Inversion through the bond centre is a symmetry of the lattice and exchanges the two ends, so both ends must enter with the same coefficient \(g\). This coefficient is a length proportional to \(\Delta\), so \(A=2g/\Delta\) is a pure number. In a model with one stretching constant \(\alpha\) and one bending constant \(\beta\) of the same dimension, \(A\) can depend only on \(\beta/\alpha\) in a large crystal.

The full linear law is

\[
L_{ij}=d_{\rm Si}+g(\sigma_i+\sigma_j)+\sum_{k\ne i,j}G_k\sigma_k .
\]

If the cell is free to change size, replacing every Si by Ge must lengthen the bond by \(\Delta\). Hence \(2g+\sum_{k\neq i,j}G_k=\Delta\). For uncorrelated occupations the other sites average to \(x\), and

\[
\langle L_{ij}\rangle=d_{\rm Si}+g(\sigma_i+\sigma_j)+x(\Delta-2g).
\]

Take the natural length of a mixed bond as the arithmetic mean, so that \(d_{ij}=d_{\rm Si}+\Delta(\sigma_i+\sigma_j)/2\), and define \(\bar L=d_{\rm Si}+x\Delta\). Then \(g(\sigma_i+\sigma_j)=A(d_{ij}-d_{\rm Si})\) and \(x(\Delta-2g)=(1-A)(\bar L-d_{\rm Si})\). Adding these gives

\[
\langle L_{ij}\rangle=A\,d_{ij}+(1-A)\bar L,\qquad
\frac{d\langle L_{ij}\rangle}{dx}=(1-A)\Delta .
\]

Uniform Vegard scaling, in which every bond follows the lattice constant, is \(A=0\). Bonds that keep their natural lengths have \(A=1\). The statement that bond lengths vary less than Vegard scaling predicts therefore concerns each bond type separately. The mean over all bonds still has slope \(\Delta\): each type contributes \((1-A)\Delta\), and the changing proportions of the types contribute the remaining \(A\Delta\).

## What the relaxation setting does

Consider three choices: keep all atoms on ideal sites, relax positions in a fixed cell, or relax positions and cell together. The linear law shows what each does to bond lengths.

On ideal sites all bonds have the same length, so the calculation imposes \(A=0\).

In a fixed cell, replacing all atoms leaves every bond unchanged, so the response coefficients sum to zero. Let \(g'\) be the fixed-cell coefficient of an end site. The same averaging now gives

\[
\langle L_{ij}\rangle=L_0+g'(\sigma_i+\sigma_j-2x),\qquad
\frac{d\langle L_{ij}\rangle}{dx}=-2g',
\]

where \(L_0\) is the bond length set by the cell. One substitution in a free cell of \(N\) atoms raises the mean bond length by \(\Delta/N\). To first order this is a uniform strain, so \(g'=g-\Delta/N\). In a large cell the slope is close to \(-A\Delta\): a composition series at one common lattice constant gives a trend of the wrong sign for a free alloy. If the lattice constant is instead moved along Vegard's line, a slope \(\Delta\) is added and the free-cell result returns, apart from the small \(1/N\) term.

This leads to a first rule. Relax positions whenever bond lengths matter. For a free alloy also relax the cell, or at least set its lattice constant for each composition. A film clamped to a substrate is a different problem, because its in-plane lengths do not follow \(x\).

## A force field in which every step is visible

The Keating model assigns an energy to each bond and to each pair of bonds sharing an atom. Let \(\mathbf v_b\) be the bond vectors, all directed from one sublattice to the other. Then

\[
E=\sum_b\frac{3\alpha_b}{8d_b^2}(\mathbf v_b^2-d_b^2)^2
+\sum_{(a,b)}\frac{3\beta_{ab}}{8d_ad_b}
\left(\mathbf v_a\cdot\mathbf v_b+\frac{d_ad_b}{3}\right)^2 .
\]

The second target is the scalar product at the tetrahedral angle, whose cosine is \(-1/3\). At an atom of the second sublattice both vectors are reversed, which leaves their product unchanged. There are \(2N\) bonds and \(6N\) bond pairs.

Every term has the form \(k(\mathbf v_a\cdot\mathbf v_b-\tau)^2\), with \(a=b\) for stretching. For \(a\neq b\),

\[
\frac{\partial E_{\rm term}}{\partial\mathbf v_a}
=2k(\mathbf v_a\cdot\mathbf v_b-\tau)\mathbf v_b ,
\]

and the derivative with respect to \(\mathbf v_b\) follows by exchange. For \(a=b\) the two contributions add. Let \(\mathbf q_b\) be the sum of all such derivatives for bond \(b\). Write the bond from \(i\) to \(j\) as

\[
\mathbf v_b=(1+\eta)\mathbf R_b+\mathbf u_j-\mathbf u_i ,
\]

where \(\mathbf R_b\) is its reference vector, \(\mathbf u\) are displacements and \(\eta\) is the cell strain. The chain rule adds \(+\mathbf q_b\) to the gradient at \(j\) and \(-\mathbf q_b\) at \(i\). The force is minus the gradient. The cell derivative is \(\partial E/\partial\eta=\sum_b\mathbf q_b\cdot\mathbf R_b\), and its vanishing means zero mean pressure.

### Testing the forces

Bond vectors are linear in the variables and the energy is quartic in bond vectors, so \(E\) is a quartic polynomial along any straight line. For such a function the five-point difference

\[
E'(0)=\frac{8[E(h)-E(-h)]-[E(2h)-E(-2h)]}{12h}
\]

has no truncation error. Even powers cancel, the linear term gives \((16h-4h)/(12h)=1\), and the cubic term gives \(16h^3-16h^3=0\). A fairly large \(h\) can therefore be used to suppress rounding.

For a 64-atom alloy with random displacements, the energy in this formula was computed separately from atomic positions and a neighbour search. With \(h=0.02\) Å, 15 atomic derivatives and the cell derivative differed from the analytic ones by at most \(8\times10^{-14}\) eV/Å. An electronic-structure energy is not quartic, so there the formula has an error of order \(h^4\), and \(h\) must be varied to find a plateau.

## Conjugate gradients and the cell variable

Strain and displacement have different units, and a poor relative scale slows the minimization. Use \(t=\sqrt N\,d\,\eta\), which is a length. To see why, strain a pure crystal uniformly. Each bond costs \(\tfrac32\alpha d^2\eta^2\). Each bond pair has deviation \(-\tfrac23d^2\eta\) and costs \(\tfrac16\beta d^2\eta^2\). With two bonds and six pairs per atom,

\[
\frac{E}{N}=(3\alpha+\beta)d^2\eta^2,
\qquad
\frac{\partial^2E}{\partial t^2}=\frac{1}{Nd^2}\frac{\partial^2E}{\partial\eta^2}=2(3\alpha+\beta).
\]

The curvature no longer depends on \(N\) and has the size of an atomic force constant.

Let \(\mathbf g\) be the gradient in all variables and \(\mathbf p\) the search direction, initially \(-\mathbf g\). After each step, with new gradient \(\mathbf g_+\), the Polak–Ribière rule sets

\[
\mathbf p_+=-\mathbf g_++\max\left[0,\frac{\mathbf g_+\cdot(\mathbf g_+-\mathbf g)}{\mathbf g\cdot\mathbf g}\right]\mathbf p .
\]

If \(\mathbf p_+\) does not point downhill, it is reset to \(-\mathbf g_+\). Along the line each deviation is \(c_0+c_1s+c_2s^2\), so the step length solves

\[
\sum k\left[c_0c_1+(c_1^2+2c_0c_2)s+3c_1c_2s^2+2c_2^2s^3\right]=0 .
\]

Newton's method started at \(s=0\) gives the root. For one 64-atom alloy at \(x=0.5\), conjugate gradients needed 23 iterations to bring every gradient component below \(10^{-7}\) eV/Å. Steepest descent needed 63. For 512 atoms the mean was 41 iterations. Such growth is plausible: a larger cell admits longer waves, whose restoring constant is smaller, as shown below. The range of curvatures widens, and this slows the minimization.

### Choosing the force threshold

A residual force displaces atoms most when it acts on a long-wavelength mode. The softest such mode, a transverse wave, gives a scale for the bond-length error, though not an upper bound, since a residual spread over many modes can do several times more; the longitudinal wave is stiffer but stretches bonds more per unit displacement, and its error is similar. In a cubic cell of edge \(na\) the longest wave has \(q=2\pi/(na)\). Its transverse restoring constant per atom is estimated from continuum elasticity, with volume \(a^3/8\) per atom:

\[
\lambda\simeq C_{44}q^2\frac{a^3}{8}=\frac{\pi^2C_{44}a}{2n^2}.
\]

For the silicon parameters below, the energy of a slightly sheared and internally relaxed cell gives \(C_{44}=78\) GPa, or 0.49 eV/Å\(^3\). With \(a=5.43\) Å and \(n=4\), \(\lambda\simeq0.8\) eV/Å\(^2\). A residual force of 0.01 eV/Å in this mode then leaves a displacement of about 0.012 Å.

Neighbouring atoms move almost together. Their separation along the wave is \(d/\sqrt3\), and the transverse motion projects on the bond with another factor \(1/\sqrt3\). If both sublattices followed the same wave, bond lengths would change by up to \(qd/3\simeq0.23\) times the displacement.

The sublattices also shift against each other, which removes part of this stretch. Let the local shear be \(\gamma\), and let the shift be \(\zeta\gamma d/\sqrt3\) along the third cubic axis, in the direction that shortens the stretched bonds. In a two-atom cell the four bonds then change by \(\pm(1-\zeta)\gamma d/3\). Four of the twelve bond pairs deviate by \(\pm\tfrac23(1+\zeta)\gamma d^2\), and the others do not deviate to first order. The energy is

\[
\tfrac23\gamma^2d^2\left[\alpha(1-\zeta)^2+\beta(1+\zeta)^2\right],
\]

and its minimum has \(1-\zeta=2\beta/(\alpha+\beta)\simeq0.44\) for silicon. The bond-length error is therefore about \(0.44\times0.23\simeq0.10\) times the displacement, or 0.001 Å. That is about a fifth of the spread of 0.006 Å among bonds of one type at \(x=0.5\) in the silicon–germanium model below. A threshold of 0.001 eV/Å reduces the estimate to 0.0001 Å. At fixed threshold this estimate scales as \(q/\lambda\propto n\), so larger cells need tighter thresholds for the same accuracy in individual bonds. The changes \(\pm(1-\zeta)\gamma d/3\) have both signs and largely cancel in a mean over many bonds, so means by bond type are much less sensitive to the threshold.

## Why the bonds resist

A small cage shows how \(A\) arises. Put one impurity in a host with equal force constants and let only its four neighbours move, each outward by \(u\). The impurity bonds have natural length \(d+\delta\), with \(\delta=\Delta/2\). To second order the energy has these parts:

- Four central bonds: \(6\alpha(u-\delta)^2\).
- Twelve outer bonds, each shortened by \(u/3\): \(2\alpha u^2\).
- Six pairs at the impurity, with deviation \(-\tfrac23d(u-\delta)\): \(\beta(u-\delta)^2\).
- Twelve pairs of a central and an outer bond, with deviation \(\tfrac13d(2u+\delta)\): \(\tfrac12\beta(2u+\delta)^2\).
- Twelve pairs of outer bonds at the neighbours, with deviation \(-\tfrac23du\): \(2\beta u^2\).
- Pairs at the twelve second-shell atoms: \(\tfrac{11}{2}\beta u^2\).

For the last entry, let \(\hat{\mathbf n}\) be the direction of the neighbour's motion. One bond of the second-shell atom changes by \(u\hat{\mathbf n}\), and its product with another bond \(\mathbf c\) changes by \(u\,\hat{\mathbf n}\cdot\mathbf c\). The sum of \((\hat{\mathbf n}\cdot\mathbf c)^2\) over all four tetrahedral bonds is \(4d^2/3\). Removing the moved bond's \(d^2/9\) leaves \(11d^2/9\). Multiplication by \(3\beta/(8d^2)\) and by 12 atoms gives the stated coefficient.

Setting the derivative to zero,

\[
12\alpha(u-\delta)+4\alpha u+2\beta(u-\delta)+2\beta(2u+\delta)+15\beta u=0 .
\]

The terms in \(\beta\delta\) cancel. Since \(g=u\) and \(\Delta=2\delta\),

\[
A_{\rm cage}=\frac{u}{\delta}=\frac{12\alpha}{16\alpha+21\beta}.
\]

For \(\beta\ll\alpha\) this tends to \(3/4\), and for \(\beta\gg\alpha\) it tends to zero. Stiff angles tie a bond to its surroundings; soft angles let it approach its own length.

With \(\alpha=2.70\) and \(\beta=0.775\) eV/Å\(^2\), the formula gives \(32.4/59.5=0.545\). Relaxing all atoms and the cell around one impurity in 512 atoms, with a mismatch of 0.001 Å, gives \(A=0.663\). Movement beyond the first shell is thus important. Halving \(\beta\) raises the fully relaxed value to 0.784, and doubling it lowers the value to 0.525.

## Cell size and sampling

The same impurity calculation gives \(A=0.665\), 0.663 and 0.661 for 216, 512 and 1728 atoms. For this quantity, cell size is a minor source of error.

A random cell of fixed composition adds a small bias. Once the ends of a bond are known, the other sites have mean occupation

\[
\frac{Nx-\sigma_i-\sigma_j}{N-2}=x-\frac{\sigma_i+\sigma_j-2x}{N-2}.
\]

The coefficient of \(\sigma_i+\sigma_j-2x\) becomes \(g-(\Delta-2g)/(N-2)\), so the apparent \(A\) is lowered by \(2(1-A)/(N-2)\). For 512 atoms this is 0.001, and the impurity result predicts 0.661. Regression of relaxed on natural bond lengths in twelve random cells at \(x=0.5\) gives \(0.660\pm0.002\), the uncertainty being one standard error.

Rare bonds set the sampling requirement. At \(x=0.125\), a 512-atom cell has about \(1024/64=16\) Ge–Ge bonds. If lengths of one type scatter by \(s\) and are nearly independent, a standard error \(\epsilon\) requires about \((s/\epsilon)^2\) bonds. Ge–Ge lengths at this composition scatter by about \(s=0.004\) Å in the silicon–germanium model below. For \(\epsilon=0.001\) Å this means 16 bonds, or about one cell; for \(\epsilon=0.0005\) Å it means 64 bonds, or four cells.

## A silicon–germanium example

The inputs are rounded values of silicon and germanium size: natural lengths 2.35 and 2.45 Å, \(\alpha=3.0\) and 2.4 eV/Å\(^2\), and \(\beta=0.85\) and 0.70 eV/Å\(^2\). Mixed bonds take arithmetic means, and a bond pair takes the mean \(\beta\) of its bonds. Four random 512-atom cells were relaxed at each of five compositions, with a free cubic lattice constant. Three compositions show the trend, with lengths in Å:

| \(x\) | \(a\) | Si–Si | Si–Ge | Ge–Ge |
|---|---|---|---|---|
| 0.125 | 5.455 | 2.354 | 2.387 | 2.417 |
| 0.500 | 5.539 | 2.366 | 2.400 | 2.431 |
| 0.875 | 5.628 | 2.376 | 2.412 | 2.445 |

Uniform scaling predicts a slope of 0.100 Å per unit \(x\) for every type. Straight-line fits over all five compositions give 0.030, 0.034 and 0.039 Å for Si–Si, Si–Ge and Ge–Ge. Each type therefore follows 30 to 39 per cent of the Vegard slope, with standard errors of at most 0.5 percentage points.

The force constants now differ, so a single \(A\) is an approximation. One Ge in Si gives 0.641, and one Si in Ge gives 0.685. Their mean, 0.663, predicts a slope ratio of 0.337. At \(x=0.5\) it gives a Si–Si length of

\[
0.663(2.35)+0.337(2.40)=2.367\ \text{Å},
\]

against 2.366 Å from the relaxed cells. For Ge–Ge it gives 2.433 Å against 2.431 Å.

The order of the two impurity values comes mainly from the bending constants. In 216-atom cells with a mismatch of 0.001 Å, letting only \(\beta\) differ between the species gives 0.648 for Ge in Si and 0.684 for Si in Ge. Letting only \(\alpha\) differ gives 0.662 and 0.669. The softer angles of the Ge host let the impurity bonds come closer to their own length, in line with the effect of halving \(\beta\) found above. The spread of the three slopes also reflects the unequal constants, in this case mainly the stretching constants: with equal constants the linear law gives every bond type the same slope.

### What is lost without relaxation

On ideal sites at the Vegard lattice constant, let \(e_b=d_b-\bar L\). For random occupations \(\langle e_b^2\rangle=x(1-x)\Delta^2/2\). For two bonds sharing an atom, the common site counts twice in \(e_a+e_b\), so \(\langle(e_a+e_b)^2\rangle=(4+1+1)x(1-x)\Delta^2/4\). Each bond costs \(\tfrac32\alpha e_b^2\) and each pair \(\beta(e_a+e_b)^2/24\). With equal constants,

\[
\frac{E_{\rm ideal}}{N}=x(1-x)\Delta^2\left(\frac32\alpha+\frac38\beta\right).
\]

At \(x=0.5\) and the mean constants this is \(0.0025(4.05+0.29)\) eV, or 10.9 meV per atom. The sampled cells give 11.1 meV before relaxation and 4.2 meV after it, so relaxation removes 62 per cent. The bond-pair share rises from about 7 per cent in the estimate to 63 per cent in the relaxed cells. The mismatch has moved largely from bond stretching into the angular terms, and the root-mean-square deviation from the tetrahedral angle is 0.9°.

Fixing the cell at Vegard's value costs much less. The relaxed lattice constant at \(x=0.5\) is 0.0035 Å smaller, a strain of \(6\times10^{-4}\). The mean force constants give a bulk modulus of 86 GPa, so the fixed cell is under a tension of roughly \(3(86)(6\times10^{-4})\simeq0.15\) GPa. This is acceptable for bond lengths at the 0.002 Å level, but not for small stresses.

## Settings and their limits

For bond statistics in a free random alloy, start from the Vegard lattice constant, relax positions and cell, use a force threshold near 0.001 eV/Å for cells of this size when individual bond lengths are wanted to about 0.001 Å or better (means by type tolerate a looser one), and average over configurations until the rarest bond type is sampled. Report lengths by type, since their overall mean hides the effect.

The numerical values belong to this force field. It omits electronic charge transfer, thermal motion and zero-point motion. In an electronic-structure calculation the first-order slope \(\Delta-2g\) still follows from the symmetry argument, provided the response is linear and occupations are uncorrelated. One impurity calculation then supplies \(g\). Clustering or ordering changes the averages over neighbouring sites, and a large mismatch requires the higher-order terms dropped here.
